# Forsén–Hoffman saturation transfer with correction for direct off-resonance saturation: a numerical check

```python
"""Saturation transfer between exchanging sites A and B (B irradiated, A observed).

Results under test:
  ideal:   s = R1/(R1+k), approach rate R1+k
  direct saturation: s = R1/(R1+k+W), W = w1^2 R2p/(D^2+R2p^2), R2p = R2A+k
           rate = (R1+k) cos^2(th) + R2p sin^2(th), tan(th) = w1/D
  correction: k = rate (cA-s) / (g cB cos^2(th)), g = 1 + w1^2/(2 D^2)
s: steady z fraction of A with B irradiated; cA, cB: steady z fractions of A
and B in a control irradiated at the mirror offset. k: rate constant A to B.
D: distance of the lines, w1: field amplitude, both in rad/s; rates in 1/s.
The reference is the full six-component Bloch-McConnell equation.
"""
import numpy as np
from scipy.linalg import expm

R1A, R1B, R2A, R2B = 0.4, 0.6, 12.0, 15.0
M0A, M0B = 1.0, 0.5
TWO_PI = 2 * np.pi


def bloch_mcconnell(k, w1, offset_a, offset_b):
    """Generator and source for (xA, yA, zA, xB, yB, zB)."""
    k_back = k * M0A / M0B

    def site(r1, r2, offset):
        return np.array([[-r2, -offset, 0.0],
                         [offset, -r2, -w1],
                         [0.0, w1, -r1]])

    gen = np.zeros((6, 6))
    gen[:3, :3] = site(R1A, R2A, offset_a) - k * np.eye(3)
    gen[3:, 3:] = site(R1B, R2B, offset_b) - k_back * np.eye(3)
    gen[:3, 3:] = k_back * np.eye(3)
    gen[3:, :3] = k * np.eye(3)
    source = np.array([0, 0, R1A * M0A, 0, 0, R1B * M0B])
    return gen, source


def steady(gen, source):
    return np.linalg.solve(gen, -source)


def z_of_a(gen, source, times):
    final = steady(gen, source)
    start = np.array([0, 0, M0A, 0, 0, M0B])
    return np.array([(final + expm(gen * t) @ (start - final))[2]
                     for t in times]) / M0A


def experiment(k, w1, dist):
    """Synthetic data: s, residual B, fitted rate, control cA and cB."""
    gen, src = bloch_mcconnell(k, w1, dist, 0.0)
    sat = steady(gen, src)
    times = np.linspace(0.6, 3.0, 25)
    curve = z_of_a(gen, src, times) - sat[2] / M0A
    rate = -np.polyfit(times, np.log(curve), 1)[0]
    ctrl = steady(*bloch_mcconnell(k, w1, -dist, -2 * dist))
    return sat[2] / M0A, sat[5] / M0B, rate, ctrl[2] / M0A, ctrl[5] / M0B


def close(value, reference, tol):
    return abs(value / reference - 1) < tol


# Ideal law: strong field, very distant from A
k = 0.8
s_far, _, rate_far, _, _ = experiment(k, TWO_PI * 100, TWO_PI * 1e5)
s_ideal, rate_ideal = R1A / (R1A + k), R1A + k
assert close(s_far, s_ideal, 5e-4)
assert close(rate_far, rate_ideal, 1e-3)

# Direct saturation; tolerances cover residual B and transverse return
w1, dist = TWO_PI * 50, TWO_PI * 500
s, s_b, rate, c_a, c_b = experiment(k, w1, dist)
R2p = R2A + k
W = w1**2 * R2p / (dist**2 + R2p**2)
theta = np.arctan2(w1, dist)
cos2, sin2 = np.cos(theta)**2, np.sin(theta)**2
s_pred = R1A / (R1A + k + W)
rate_pred = (R1A + k) * cos2 + R2p * sin2
assert close(s, s_pred, 2e-3)
assert close(rate, rate_pred, 2e-3)
assert not close(rate, R1A + k + W, 5e-3)

# Residual magnetization of the irradiated site
k_back = k * M0A / M0B
R2Bp = R2B + k_back
s_b_pred = (R1B + k_back * s) / (R1B + k_back + w1**2 / R2Bp)
assert close(s_b, s_b_pred, 2e-2)

# Time course after the precessing part has decayed
t_show = np.array([0.5, 1.0, 2.0])
gen_sat, src_sat = bloch_mcconnell(k, w1, dist, 0.0)
a_full = z_of_a(gen_sat, src_sat, t_show)
a_pred = s_pred + (cos2 - s_pred) * np.exp(-rate_pred * t_show)
assert np.max(np.abs(a_full - a_pred)) < 2e-3

# Control: reduced two-variable balance against the full equations
W_b = w1**2 * R2Bp / (4 * dist**2 + R2Bp**2)


def control_balance(gain):
    matrix = np.array([[R1A + k + W, -k * gain],
                       [-k_back * gain, R1B + k_back + W_b]])
    return np.linalg.solve(matrix, [R1A, R1B])


g = 1 + w1**2 / (2 * dist**2)
c_pred = control_balance(g)
c_no_g = control_balance(1.0)
assert np.max(np.abs(c_pred - [c_a, c_b])) < 2e-4
assert abs(c_no_g[0] - c_a) > 1e-3

# Recovery of the input constants from the synthetic data
R1_found = rate * s / cos2
k_found = rate * (c_a - s) / (g * c_b * cos2)
k_uncorrected = R1A * (1 / s - 1)
k_common = R1A * (c_a - s) / s
assert close(R1_found, R1A, 2e-3)
assert close(k_found, k, 3e-3)
assert close(k_uncorrected, k + W, 5e-3)

# Other exchange rates
table = []
for k_in in (0.2, 0.8, 3.0):
    si, _, ri, cai, cbi = experiment(k_in, w1, dist)
    k_new = ri * (cai - si) / (g * cbi * cos2)
    k_old = R1A * (cai - si) / si
    k_raw = R1A * (1 / si - 1)
    assert close(k_new, k_in, 1e-2)
    assert abs(k_old / k_in - 1) > 0.05
    table.append((k_in, k_raw, k_old, k_new))

# Weak field: B is not fully saturated
w1_weak, dist_weak = TWO_PI * 5, TWO_PI * 50
sw, sbw, _, caw, cbw = experiment(k, w1_weak, dist_weak)
g_weak = 1 + w1_weak**2 / (2 * dist_weak**2)
k_weak = R1A * (caw - sw) / (g_weak * cbw * sw - sbw * caw)
k_weak_no_res = R1A * (caw - sw) / (g_weak * cbw * sw)
assert close(k_weak, k, 5e-3)
assert abs(k_weak_no_res / k - 1) > 0.03

print(f"Input R1A, R1B = {R1A}, {R1B} 1/s")
print(f"Input R2A, R2B = {R2A}, {R2B} 1/s")
print(f"Input k (A to B), k' (B to A) = {k}, {k_back} 1/s")
print(f"Input M0B/M0A = {M0B / M0A}")
print(f"Line distance = {dist / TWO_PI:.0f} Hz = {dist:.2f} rad/s")
print(f"Field amplitude = {w1 / TWO_PI:.0f} Hz = {w1:.2f} rad/s")
print(f"Ideal s: formula {s_ideal:.5f}, full {s_far:.5f}")
print(f"Ideal rate: formula {rate_ideal:.5f}, full {rate_far:.5f} 1/s")
print("  (full ideal case: distance 100 kHz, field 100 Hz)")
print(f"R2A + k = {R2p:.3f} 1/s, W = {W:.5f} 1/s")
print(f"cos^2 theta = {cos2:.6f}, sin^2 theta = {sin2:.6f}")
print(f"R1 + k + W = {R1A + k + W:.5f} 1/s")
print(f"s with direct saturation: formula {s_pred:.5f}, full {s:.5f}")
print(f"Rate: formula {rate_pred:.5f}, full {rate:.5f} 1/s")
print(f"Residual B fraction: formula {s_b_pred:.3e}, full {s_b:.3e}")
for t, af, ap in zip(t_show, a_full, a_pred):
    print(f"a(t = {t:.1f} s): formula {ap:.5f}, full {af:.5f}")
print(f"Control W of B = {W_b:.5f} 1/s, g = {g:.5f}")
print(f"Control cA: balance {c_pred[0]:.5f}, full {c_a:.5f}")
print(f"Control cB: balance {c_pred[1]:.5f}, full {c_b:.5f}")
print(f"Control cA from balance with g = 1: {c_no_g[0]:.5f}")
print(f"Recovered R1A = {R1_found:.5f} 1/s")
print(f"Recovered k = {k_found:.5f} 1/s")
print(f"k without correction = {k_uncorrected:.5f} 1/s")
print(f"k by common correction = {k_common:.5f} 1/s")
print(f"Neglected transverse return = {sin2 * k * k_back / R2Bp:.2e} 1/s")
print("k input | uncorrected | common | corrected (1/s)")
for row in table:
    print("  " + " | ".join(f"{x:.4f}" for x in row))
print("Weak field: distance 50 Hz, amplitude 5 Hz")
print(f"  s = {sw:.5f}, residual B = {sbw:.5f}")
print(f"  cA = {caw:.5f}, cB = {cbw:.5f}")
print(f"  k with residual B term = {k_weak:.5f} 1/s")
print(f"  k without residual B term = {k_weak_no_res:.5f} 1/s")
print("PASS")
```

Output:

```
Input R1A, R1B = 0.4, 0.6 1/s
Input R2A, R2B = 12.0, 15.0 1/s
Input k (A to B), k' (B to A) = 0.8, 1.6 1/s
Input M0B/M0A = 0.5
Line distance = 500 Hz = 3141.59 rad/s
Field amplitude = 50 Hz = 314.16 rad/s
Ideal s: formula 0.33333, full 0.33336
Ideal rate: formula 1.20000, full 1.19996 1/s
  (full ideal case: distance 100 kHz, field 100 Hz)
R2A + k = 12.800 1/s, W = 0.12800 1/s
cos^2 theta = 0.990099, sin^2 theta = 0.009901
R1 + k + W = 1.32800 1/s
s with direct saturation: formula 0.30121, full 0.30149
Rate: formula 1.31485, full 1.31383 1/s
Residual B fraction: formula 1.820e-04, full 1.814e-04
a(t = 0.5 s): formula 0.65818, full 0.65854
a(t = 1.0 s): formula 0.48618, full 0.48660
a(t = 2.0 s): formula 0.35087, full 0.35125
Control W of B = 0.04150 1/s, g = 1.00500
Control cA: balance 0.81894, full 0.81894
Control cB: balance 0.85517, full 0.85517
Control cA from balance with g = 1: 0.81134
Recovered R1A = 0.40006 1/s
Recovered k = 0.79894 1/s
k without correction = 0.92675 1/s
k by common correction = 0.68653 1/s
Neglected transverse return = 7.63e-04 1/s
k input | uncorrected | common | corrected (1/s)
  0.2000 | 0.3219 | 0.1784 | 0.1999
  0.8000 | 0.9267 | 0.6865 | 0.7989
  3.0000 | 3.1343 | 2.5063 | 2.9865
Weak field: distance 50 Hz, amplitude 5 Hz
  s = 0.31206, residual B = 0.01777
  cA = 0.81916, cB = 0.85533
  k with residual B term = 0.79957 1/s
  k without residual B term = 0.75618 1/s
PASS
```
